Simultaneous and sequential collisions for a centred channelled ion

**Symmetry fixes the form**

Let an ion travel along z through the centre of a channel. In one plane normal to z stand N identical atoms, each at distance d from the axis, in the transverse directions given by unit vectors u_k. If all collisions are treated alike and independently of one another, the total transverse impulse can be built from the u_k with one common coefficient:

P⊥ = −C Σ u_k.

A symmetric ring has Σ u_k = 0, so P⊥ = 0 whatever the interaction.

A sequential rule adds one more ingredient, the order in which the atoms are taken. For an opposite pair, the reflection x → −x exchanges the atoms and therefore the order. The result need not vanish, but it must change sign when the order is reversed. By dimensions, if the collision sets no other length, the leftover displacement is d times a function of the single-atom deflection ψ. This displacement and the leftover angle are derived below.

**The binary collision**

The ion has mass M₁, energy E and momentum p; each atom has mass M₂ and is initially at rest. Collisions are elastic. The pair potential is the ZBL universal potential,

V(r) = [Z₁Z₂e²/(4πε₀r)] Σ c_i exp(−k_i r/a_s),
a_s = 0.8854 a₀/(Z₁^0.23 + Z₂^0.23),

with c = 0.1818, 0.5099, 0.2802, 0.02817 and k = 3.2, 0.9423, 0.4029, 0.2016. Here a₀ is the Bohr radius.

In relative motion with initial speed v, impact parameter b and energy E_c = E M₂/(M₁+M₂), conservation of angular momentum and energy gives

dφ/dt = vb/r²,
dr/dt = ±v √(1 − V/E_c − b²/r²).

Dividing the two and counting both halves of the path gives the centre-of-mass deflection

θ = π − 2b ∫ dr / [r² √(1 − V/E_c − b²/r²)], from r₀ to ∞.

The root vanishes at the closest distance r₀, so 1 = V(r₀)/E_c + b²/r₀². Put r = r₀/sin α. Then dr/r² = −cos α dα/r₀, and the expression under the root becomes

(b²/r₀²) cos²α + [V(r₀) − V(r)]/E_c = (b²/r₀²) cos²α (1+g),
g = (r₀²/b²)[V(r₀) − V(r₀/sin α)]/(E_c cos²α).

Writing π as 2∫dα over 0 to π/2 gives

θ = 2 ∫ [1 − (1+g)^(−1/2)] dα, from 0 to π/2.

This form avoids subtracting two nearly equal angles. Midpoint nodes in α suffice here: doubling 64 nodes changes ψ by less than one part in 10¹².

In the laboratory the centre-of-mass velocity is added back. The ion's two velocity components are then proportional to M₂ sin θ and M₁ + M₂ cos θ. The atom's speed is 2v sin(θ/2) M₁/(M₁+M₂). Hence

tan ψ = sin θ/(cos θ + M₁/M₂),
T = 4M₁M₂E sin²(θ/2)/(M₁+M₂)²,

where T is the recoil energy. For small angles ψ ≈ θM₂/(M₁+M₂), and so

T/E ≈ M₁M₂θ²/(M₁+M₂)² ≈ (M₁/M₂)ψ².

The code turns the ion at the foot of the perpendicular from the atom to the incoming line. The true turning point, where the incoming and outgoing asymptotes meet, is slightly shifted along that line; the effect of this shift is estimated later.

**The simultaneous rule**

Every collision uses the same incoming direction n and energy E. Atom k alone would turn the ion to

n_k = n cos ψ − u_k sin ψ,

where the minus sign expresses repulsion. The momentum change is

Δ_k = p[√(1−T/E) n_k − n].

For identical atoms at equal distance, the transverse sum is

Σ Δ_k⊥ = −p √(1−T/E) sin ψ Σ u_k = 0.

The direction is preserved provided the summed forward momentum remains positive, as it does for small deflections. In a numerical test, rings of two, three and four atoms left a transverse direction component below 10⁻¹³. Moving one atom outward by 5% destroyed the cancellation, as it should.

The length of the summed momentum must not be used to obtain the energy. Each separate collision obeys |p+Δ_k|²/(2M₁) = E − T_k, or

p·Δ_k/M₁ + Δ_k²/(2M₁) = −T_k.

Expanding the square of the complete sum and inserting this relation gives

|p+ΣΔ_k|²/(2M₁) = E − ΣT_k + Σ_{j<k} Δ_j·Δ_k/M₁.

For an opposite pair, Δ₁·Δ₂ ≈ −p²ψ², so the last term is about −2Eψ². It has the same order as T and is false as an energy loss. It arises because each single collision includes the forward momentum lost in turning the ion, approximately pψ²/2, whereas the centred ion does not turn.

The scheme therefore takes the direction from the vector sum and the energy from E − ΣT_k. Energy is conserved. Longitudinal momentum is not conserved at second order: for the pair the mismatch is about pψ².

**Pseudocode**

The depth window w defines which atoms are met together, and b_max is the largest impact parameter considered.

    STEP(E, n, r, atoms, done, w, b_max)
      for each atom i not in done
        ζ_i = (R_i − r)·n
        c_i = R_i − r − ζ_i n
        b_i = |c_i|
      keep atoms with ζ_i > 0 and b_i < b_max
      if none remain, return "no partner"
      group = kept atoms with ζ_i ≤ min(ζ) + w
      q = n; loss = 0
      for each atom k in group
        (ψ, T) = SCATTER(E, b_k)
        n_k = n cos ψ − (c_k/b_k) sin ψ
        q = q + √(1−T/E) n_k − n
        loss = loss + T
      r = r + n mean(ζ in group)
      n = q/|q|
      E = E − loss
      done = done ∪ group
      return E, n, r, done

The group is fixed before any deflection. The list "done" prevents an atom deeper than the group's mean from being hit again. It keeps earlier groups too, as a safeguard: if groups lie close together in depth, a turned path could bring one of their atoms ahead of the ion once more. Atoms far behind can be deleted from it. The sketch assumes b_k > 0, forward motion and small deflections; a nearly head-on collision needs separate treatment.

For N partners, both rules need N scattering evaluations. The simultaneous rule adds N vector additions and the storage of the group. Finding neighbours is a separate cost and depends on the lattice search.

**What the sequential rule leaves behind**

Place atom A at x = −d and atom B at x = +d, both at z = 0, and process A first. The ion turns at the origin to

n₁ = (sin ψ, cos ψ),

with components in the order x, z. Atom B now lies ahead by

ζ = (d, 0)·n₁ = d sin ψ.

The second turning point is ζn₁, so the transverse displacement is

δ = d sin²ψ ≈ dψ².

The vector from this point to B is

(d, 0) − ζn₁ = d cos ψ (cos ψ, −sin ψ).

The second impact parameter is thus d cos ψ. Let ψ₂ be the second deflection, calculated at energy E − T. Turning away from B gives

n₂ = n₁ cos ψ₂ − (cos ψ, −sin ψ) sin ψ₂
   = (sin(ψ−ψ₂), cos(ψ−ψ₂)).

The residual angle is therefore ε = ψ − ψ₂.

To expand it, define s = −∂ln ψ/∂ln b at b = d. At high energy the transverse impulse along a nearly straight path varies as 1/v. Dividing by p ∝ v gives ψ ∝ 1/E. The changes in the two arguments are

ln(cos ψ) ≈ −ψ²/2,
ln(1−T/E) ≈ −(M₁/M₂)ψ².

Both increase the second deflection:

ln(ψ₂/ψ) ≈ sψ²/2 + (M₁/M₂)ψ²,
ε ≈ −ψ³(s/2 + M₁/M₂).

The first term comes from the smaller impact parameter and the second from the lost energy. For a light ion on heavy atoms the second term becomes small, but the geometrical term remains. Reversing the list reverses both δ and ε. Between 5 and 10 keV in the example below, the computed powers of ψ are 2.00 for δ and 3.00 for ε.

**A dropped partner gives a first-order error**

Some searches require the next atom to lie at least ζ_min ahead, to avoid repeating a collision. After the first deflection this rejects B when

d sin ψ < ζ_min.

The ion then keeps the whole angle ψ. Since ψ falls with energy, this failure sets in above a threshold energy. Excluding processed atoms by identity rather than by distance removes this cause.

**Worked example: boron in aluminium**

Take 500 eV boron along a <100> channel of aluminium, with rough values of 0.405 nm for the lattice parameter a and 11 u and 27 u for the masses. Each atomic plane supplies one opposite pair at

d = a/√8 = 0.1432 nm.

Successive planes are a/2 apart, and their pairs are perpendicular. At this distance ψ = 0.02773 rad (1.59°), s = 3.804 and T = 0.157 eV.

If both atoms are processed in sequence,

δ ≈ 0.1432 nm × (0.02773)² = 1.10×10⁻⁴ nm,
ε ≈ −(0.02773)³ × (1.902 + 0.407) = −4.92×10⁻⁵ rad.

The vector algorithm gives ε = −4.90×10⁻⁵ rad, so the leading term is about 0.5% too large in magnitude.

The second atom lies 0.0040 nm ahead. A chosen minimum advance of 0.010 nm drops it and leaves 0.0277 rad, more than 500 times |ε|. For this ion, channel and minimum advance, the threshold is 188 eV if the ion turns at the foot of the perpendicular. The true turning point, discussed below, puts the second atom further ahead and raises the threshold to about 310 eV.

The energy rule can be compared with Newtonian motion of the ion and two free atoms. The Newtonian loss is 0.335 eV, while ΣT is 0.313 eV, or 6.5% lower. The length of the summed momentum would give 1.081 eV, more than three times the Newtonian loss. At 5 keV the shortfall of ΣT is 0.7%. The binary approximation thus improves with energy, but it does not reproduce overlapping collisions exactly.

Simultaneous summation is not more accurate for every path. At an initial offset of 0.01 nm and 500 eV, the Newtonian angle is −0.01499 rad. The simultaneous rule gives −0.01496 rad. The sequential rule gives −0.01499 rad if the atom at x = −d is taken first, but −0.01489 rad in the reverse order. These sequential values use the foot of the perpendicular. With the true turning points they become −0.01503 and −0.01483 rad, both further from the Newtonian angle than the simultaneous value, so the close agreement for one order is partly a cancellation of errors. The main case for summation is that it respects the symmetry and does not depend on the order.

**Effect of the true turning point**

The asymptotes of the first collision meet at z_p = −0.0023 nm, upstream of the atom. The outgoing line then passes B at

b₂ = d cos ψ + z_p sin ψ.

The added relative change z_pψ/d alters the angle by approximately

s z_p ψ²/d = −4.8×10⁻⁵ rad.

The total becomes −9.7×10⁻⁵ rad, about twice the earlier value. At 5 keV, z_p is −0.00024 nm. It falls nearly as 1/E, like ψ, so this correction is also third order: it changes the coefficient of ε but not its power.

The leading displacement is unchanged. The path between the turning points is d sin ψ − z_p cos ψ + z_p′, where z_p′ is the shift of the second turning point from its foot. To leading order z_p′ ≈ z_p, and the shifts cancel.

**Stability over many planes**

For a small offset x along the pair, the atoms give a net angle

ψ(d+x) − ψ(d−x) ≈ −2sψx/d.

A pair along y pushes the same ion outward. Each of its atoms contributes ψx/d, together 2ψx/d. Over one repeat a, the angle changes by −Kx, with

K = 2ψ(s−1)/d.

Thus s > 1 is needed for focusing in this smooth approximation. Let η be the path angle. With a fixed list order,

dx/dz = η + δ/a,
dη/dz = (ε − Kx)/a.

Differentiating the first equation and inserting the second gives x″ = (ε−Kx)/a. For x = η = 0 at the start, with κ = √(K/a),

x = (ε/K)(1 − cos κz) + [δ/(aκ)] sin κz.

Since K ∝ ψ, the first part is of order ψ² and the second of order ψ^(3/2). At small ψ the amplitude is therefore

A ≈ δ/√(Ka).

The repeated displacement drives a bounded oscillation in this linear model. Here K = 1.09 nm⁻¹ and A = 1.7×10⁻⁴ nm. A run over 20 planes gives a half-range of 1.6×10⁻⁴ nm. At 20 keV and over 140 planes, the run and the formula both give 6.8×10⁻⁷ nm. The simultaneous path stays at x = 0 in both runs.

At 500 eV, √(Ka) = 0.66 is not small, so stability should be checked with separate kicks. Let K₁ = 2sψ/d, K₂ = 2ψ/d and L = a/2. A kick χx followed by a drift L has the matrix

[1+Lχ, L; χ, 1].

Multiplying the matrices for χ = −K₁ and χ = K₂ gives half the trace

h = 1 − L(K₁−K₂) − L²K₁K₂/2.

At constant energy, linear motion is stable for |h| < 1. The example gives h = 1 − 0.220 − 0.012 = 0.77, which is stable. At lower energy the kicks grow, and this condition must be checked again.

**Real crystals and the choice of window**

Aluminium serves here because its <100> channel has true opposite pairs; it is not a semiconductor being doped. The static lattice assumed so far is also an idealisation, since real atoms vibrate. A rough thermal displacement of 0.01 nm per direction gives an rms angle of 0.011 rad along the pair. This is over 200 times the |ε| found with turning at the foot of the perpendicular, and over 100 times the value with the true turning point, but only 0.4 of the dropped-partner error. For these conditions, complete sequential processing is a small artefact beside thermal scattering, whereas dropping a partner is not. The ZBL potential is also a model and does not describe bonding in the solid. At 0.143 nm the deflection depends strongly on this choice. The Molière potential with Firsov screening gives ψ = 0.053 rad, s = 3.4 and T = 0.57 eV, which makes δ nearly four times and |ε| about six times larger. A coarse PBE curve for an isolated Al–B pair gives ψ about 15% above ZBL. The digits in the example belong to the ZBL model, not to the real crystal; the powers of ψ do not depend on the potential.

The rms depth difference between two such atoms is 0.014 nm. The window w must exceed this by a suitable margin if thermally displaced pairs are to stay grouped, yet remain well below the plane spacing of 0.20 nm. The grouped ion then receives a real thermal deflection, which should not be forced to zero.

The four next atoms in each plane deflect the ion by 2.2% of ψ each. They form two opposite pairs and cancel on the axis. Off the axis they add about 0.04 nm⁻¹, or 3%, to K; Newtonian motion through a lattice of free atoms that includes them gives h ≈ 0.76 instead of 0.77. Electronic stopping, estimated from the Lindhard–Scharff formula for a random path, removes about 3.5 eV per plane at 500 eV, or roughly 70 eV over 20 planes at that rate. The 500 eV channel run omits this loss, so its amplitude applies to nearly constant energy.

Grouping would be wrong along <100> in GaAs. Around the channel centre at (a/4, 0), the four nearest rows have atoms at depths 0, a/4, a/2 and 3a/4. No two are met together, and their successive deflections are physical. The window must separate these depths. The numerical output gives the remaining values.

Table of computed values

```
Boron along <100> of aluminium
Ion energy: 500 eV
Lattice parameter (rough): 0.405 nm
Ion mass (rounded): 11 u
Atom mass (rounded): 27 u
Screening length: 0.014408 nm
Distance d to each atom: 0.14319 nm
Potential at d: 5.853 eV
Single deflection psi: 0.027725 rad
Single deflection psi: 1.5885 deg
Single recoil energy T: 0.15656 eV
Logarithmic slope s: 3.8039
Relative psi shift, 64 to 128 nodes: 7.8e-14
Newtonian comparison at 500 eV
  Pair energy loss, Newton: 0.3348 eV
  Pair energy loss, sum of T: 0.31311 eV
  Loss from momentum length: 1.0811 eV
  Angle at 0.01 nm offset, Newton: -0.014986 rad
  Same, simultaneous: -0.01496 rad
  Same, sequential: -0.014993 rad
  True turning point z: -0.00234 nm
Newtonian comparison at 5000 eV
  Pair energy loss, Newton: 0.033604 eV
  Pair energy loss, sum of T: 0.033375 eV
  Loss from momentum length: 0.11529 eV
  Angle at 0.01 nm offset, Newton: -0.0015921 rad
  Same, simultaneous: -0.0015913 rad
  Same, sequential: -0.0015914 rad
  True turning point z: -0.00024 nm
Sequential pair
Displacement delta: 0.00011004 nm
Residual angle eps: -4.8961e-05 rad
Leading-order eps: -4.9219e-05 rad
Power of psi in delta: 2
Power of psi in eps: 2.9976
eps with true first turning point: -9.6797e-05 rad
Second atom lies ahead by: 0.0039695 nm
Chosen minimum advance: 0.01 nm
Second atom dropped above: 187.69 eV
Angle with second atom dropped: 0.027725 rad
Repeated planes, fixed list order
  500 eV, 20 planes
  Sequential half-range of x: 0.0001594 nm
  Leading-order amplitude: 0.000166 nm
  Simultaneous largest |x|: 0 nm
  20000 eV, 140 planes
  Sequential half-range of x: 6.765e-07 nm
  Leading-order amplitude: 6.768e-07 nm
  Simultaneous largest |x|: 0 nm
Neglected effects at the example energy
Thermal displacement (rough): 0.01 nm
Thermal rms angle along pair: 0.0111 rad
Thermal rms depth mismatch: 0.0141 nm
Next-row / near-row deflection: 0.0222
Electronic loss per plane (random): 3.46 eV
```
